**Electron-wind valence from momentum balance**

For a monovalent free-electron metal, the program tests $Z_w=-(n/N_d)(\rho-\rho_h)/\rho$, where $n$ and $N_d$ are the electron and defect densities, $\rho$ is the total resistivity and $\rho_h$ is that of the host. The wind force on one defect is $Z_weE$, with $e>0$ and $E$ the electric field. The program solves the linear Boltzmann equation on a Fermi sphere and asserts that the force summed from collisions agrees with the valence obtained from the resistivity increment. Both give $-33.333$ for a slope of 1 µΩ cm per atomic percent at a total of 3 µΩ cm. The program also asserts the overall momentum balance, the mean-free-path form of the valence and the value $-25$ when 1 at.% of defects is added to a host of 3 µΩ cm. Further assertions cover the effects of anisotropic host scattering and thermal smearing, which are 3.3% and 0.028% in the chosen models. The output also gives the force at 1 MA/cm² and the path-mean valences for two assumed saddle strengths; these are illustrations, not predictions for copper.

## Numerical check

```python
"""
Electron-wind valence of a defect in a monovalent free-electron metal.
Result under test: Z_w = -(n/N_d) * (rho_total-rho_host)/rho_total,
so a slope of 1 microohm cm per atomic percent at rho_total = 3 microohm cm
gives |Z_w| = 100/3. The wind force on one defect is Z_w*e*E.
n: electron density, N_d: defect density, E: electric field, e > 0.
The force is summed from collisions in a solved Boltzmann equation; the
resistivity increment comes from solutions with and without defects.
"""
import numpy as np
from scipy.constants import e, hbar, m_e, k as k_B

MICROOHM_CM = 1e-8                         # in ohm metre
atom_density = 8.5e28                      # m^-3, rough copper-like value
n = atom_density                          # one carrier per atom
temperature = 500.0                       # K
current_density = 1e10                    # A/m^2
rho_total = 3.0 * MICROOHM_CM
slope = 1.0 * MICROOHM_CM / 0.01           # ohm metre per unit fraction
fraction = 1e-3                           # defects per host atom in the test
defect_density = fraction * atom_density
field = rho_total * current_density

k_F = (3 * np.pi**2 * n) ** (1 / 3)
v_F = hbar * k_F / m_e
E_F = (hbar * k_F)**2 / (2 * m_e)
state_density = m_e * k_F / (np.pi**2 * hbar**2)

# Directions on the Fermi sphere: mu is the cosine to the field.
mu, weight = np.polynomial.legendre.leggauss(32)
sine = np.sqrt(1 - mu**2)
azimuth = 2 * np.pi * np.arange(32) / 32
cos_angle = (mu[:, None, None] * mu[None, :, None]
             + sine[:, None, None] * sine[None, :, None] * np.cos(azimuth))


def angular_kernel(rate_per_solid_angle):
    """Integrate a scattering rate over azimuth."""
    return rate_per_solid_angle(cos_angle).sum(axis=2) * 2 * np.pi / 32


def solve_boltzmann(kernel):
    """Return the Fermi-surface deviation and the resistivity."""
    collision = kernel * weight[None, :]
    collision = collision - np.diag(collision.sum(axis=1))
    drive = e * field * v_F * mu
    deviation = np.linalg.lstsq(collision, drive, rcond=1e-11)[0]
    assert np.allclose(collision @ deviation, drive, rtol=1e-8,
                       atol=1e-9 * np.max(abs(drive)))
    current = -e * state_density * 0.5 * np.sum(weight * v_F * mu * deviation)
    return deviation, field / current


def momentum_to_scatterers(kernel, deviation):
    """Sum initial minus final electron momentum over all collisions."""
    transfer = hbar * k_F * (mu[:, None] - mu[None, :])
    per_state = np.sum(kernel * transfer * weight[None, :], axis=1)
    return state_density * 0.5 * np.sum(weight * deviation * per_state)


# Vacancy-like phase shifts obeying the Friedel sum rule for charge -1.
delta_s = delta_p = -np.pi / 8
friedel_charge = 2 / np.pi * (delta_s + 3 * delta_p)
assert abs(friedel_charge + 1) < 1e-12


def cross_section_per_angle(x):
    amplitude = (np.exp(1j * delta_s) * np.sin(delta_s)
                 + 3 * np.exp(1j * delta_p) * np.sin(delta_p) * x) / k_F
    return abs(amplitude)**2


sigma_quadrature = 2 * np.pi * np.sum(
    weight * (1 - mu) * cross_section_per_angle(mu))
sigma_partial_waves = 4 * np.pi / k_F**2 * (
    np.sin(delta_s - delta_p)**2 + 2 * np.sin(delta_p)**2)
assert abs(sigma_quadrature / sigma_partial_waves - 1) < 1e-10
slope_phase_shifts = hbar * k_F * sigma_partial_waves / e**2

# Keep the angular pattern, but scale its strength to the stated slope.
strength = slope / slope_phase_shifts
sigma_transport = strength * sigma_partial_waves
defect_kernel = angular_kernel(
    lambda x: defect_density * v_F * strength * cross_section_per_angle(x))

# Host scattering favours large angles; fix its separate resistivity.
host_target = rho_total - fraction * slope
host_rate = n * e**2 * host_target / m_e
host_kernel = angular_kernel(lambda x: host_rate * 3 / (16 * np.pi) * (1 - x))
_, rho_host = solve_boltzmann(host_kernel)
deviation, rho_solved = solve_boltzmann(host_kernel + defect_kernel)
assert abs(rho_solved / rho_total - 1) < 1e-8
assert abs((rho_solved - rho_host) / fraction / slope - 1) < 1e-7

force_density_defects = momentum_to_scatterers(defect_kernel, deviation)
force_density_host = momentum_to_scatterers(host_kernel, deviation)
balance = (force_density_defects + force_density_host) / (-n * e * field)
assert abs(balance - 1) < 1e-8
Z_collisions = force_density_defects / defect_density / (e * field)
Z_increment = -n / defect_density * (rho_solved - rho_host) / rho_solved
Z_wind = -slope / rho_total
assert abs(Z_collisions / Z_increment - 1) < 1e-7
assert abs(Z_collisions / Z_wind - 1) < 1e-7

relaxation_time = m_e / (n * e**2 * rho_total)
free_path = v_F * relaxation_time
Z_path = -n * free_path * sigma_transport
assert abs(Z_path / Z_collisions - 1) < 1e-7

# Reading 3 microohm cm as host only, then adding one atomic percent.
one_percent_kernel = defect_kernel * (0.01 / fraction)
host_only_kernel = host_kernel * (rho_total / host_target)
dev_host_only, rho_host_only = solve_boltzmann(
    host_only_kernel + one_percent_kernel)
Z_host_only = (momentum_to_scatterers(one_percent_kernel, dev_host_only)
               / (0.01 * atom_density * e * field))
assert abs(Z_host_only + slope / (rho_total + 0.01 * slope)) < 1e-6

# Host rate doubled at the poles relative to the equator; weak isotropic defect.
shape = 1 + mu**2
anisotropic_host = host_rate * np.outer(shape, shape) / np.sum(weight * shape)
weak_fraction = 1e-5
weak_rate = n * e**2 * slope * weak_fraction / m_e
weak_defect = np.full_like(anisotropic_host, weak_rate / 2)
_, rho_aniso_host = solve_boltzmann(anisotropic_host)
dev_aniso, rho_aniso = solve_boltzmann(anisotropic_host + weak_defect)
Z_aniso_force = (momentum_to_scatterers(weak_defect, dev_aniso)
                 / (weak_fraction * atom_density * e * field))
Z_aniso_formula = -(rho_aniso - rho_aniso_host) / rho_aniso / weak_fraction
anisotropy_ratio = Z_aniso_formula / Z_aniso_force
mean_tau = 3 * (1 - np.pi / 4)
mean_tau_squared = 3 * (np.pi / 8 - 1 / 4)
assert abs(anisotropy_ratio - mean_tau_squared / mean_tau**2) < 1e-4

# Thermal smearing: host time proportional to energy to the power 3/2.
thermal_energy = k_B * temperature
x = np.linspace(-40, 40, 16001)
energy = 1 + x * thermal_energy / E_F
thermal_weight = energy**1.5 / np.cosh(x / 2)**2
thermal_weight /= thermal_weight.sum()
tau_energy = energy**1.5
thermal_excess = (np.sum(thermal_weight * tau_energy**2)
                  / np.sum(thermal_weight * tau_energy)**2 - 1)
sommerfeld_excess = 1.5**2 * np.pi**2 / 3 * (thermal_energy / E_F)**2
assert abs(thermal_excess / sommerfeld_excess - 1) < 0.01

# Sine-squared change of scattering strength along one complete jump.
path = (np.arange(1000) + 0.5) / 1000


def path_mean(saddle_ratio):
    return np.mean(1 + (saddle_ratio - 1) * np.sin(np.pi * path)**2)


neighbour = (4 / atom_density)**(1 / 3) / np.sqrt(2)
force = Z_wind * e * field
work = abs(force) * neighbour
Z_warmer = abs(Z_wind) * temperature / (temperature + 10)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Atom density", atom_density / 1e6, "cm^-3")
show("Temperature", temperature, "K")
show("Current density", current_density / 1e10, "MA/cm^2")
show("Total resistivity", rho_total / MICROOHM_CM, "microohm cm")
show("Resistivity slope", slope * 0.01 / MICROOHM_CM, "microohm cm/at.%")
show("Slope per unit fraction", slope / MICROOHM_CM, "microohm cm")
show("Defect fraction in Boltzmann test", 100 * fraction, "at.%")
show("Host resistivity in test", rho_host / MICROOHM_CM, "microohm cm")
show("Defect share of momentum in test",
     100 * force_density_defects / (-n * e * field), "%")
show("Wind valence from increment formula", Z_wind)
show("Wind valence from collision sum", Z_collisions)
show("Total momentum loss / field supply", balance)
show("Electric field", field / 100, "V/cm")
show("Wind force magnitude", abs(force) / e * 1e-9, "eV/nm")
show("Wind force magnitude, converted", abs(force), "N")
show("Neighbour distance", neighbour * 1e9, "nm", 3)
show("Wind work over neighbour distance", work / e, "eV", 3)
show("Thermal energy", thermal_energy / e, "eV", 3)
show("Wind work / thermal energy", work / thermal_energy, "", 3)
show("Fermi energy", E_F / e, "eV", 3)
show("Fermi speed", v_F, "m/s", 3)
show("Relaxation time", relaxation_time * 1e15, "fs", 3)
show("Mean free path", free_path * 1e9, "nm", 3)
show("Transport cross-section", sigma_transport * 1e18, "nm^2", 3)
show("s and p phase shifts, each", delta_s, "rad", 4)
show("Unscaled phase-shift resistivity slope",
     slope_phase_shifts * 0.01 / MICROOHM_CM, "microohm cm/at.%", 3)
show("Strength scale applied to defect", strength, "", 3)
show("Total if 3 is host only, plus 1 at.%",
     rho_host_only / MICROOHM_CM, "microohm cm")
show("Wind valence for that reading", Z_host_only)
show("Unit direct valence / wind valence", 100 / abs(Z_wind), "%", 3)
show("Path-mean magnitude, saddle/rest 0.5", abs(Z_wind) * path_mean(0.5))
show("Path-mean magnitude, saddle/rest 2", abs(Z_wind) * path_mean(2.0))
show("Anisotropy: formula / actual force", anisotropy_ratio, "", 4)
show("Magnitude corrected for that anisotropy",
     abs(Z_wind) / anisotropy_ratio, "", 3)
show("Thermal-smearing excess", 100 * thermal_excess, "%", 2)
show("Sommerfeld estimate of excess", 100 * sommerfeld_excess, "%", 2)
show("Magnitude after a 10 K rise", Z_warmer, "", 3)
print("ALL CHECKS PASSED")
```

Printed output:

```
Atom density: 8.5e+22 cm^-3
Temperature: 500 K
Current density: 1 MA/cm^2
Total resistivity: 3 microohm cm
Resistivity slope: 1 microohm cm/at.%
Slope per unit fraction: 100 microohm cm
Defect fraction in Boltzmann test: 0.1 at.%
Host resistivity in test: 2.9 microohm cm
Defect share of momentum in test: 3.3333 %
Wind valence from increment formula: -33.333
Wind valence from collision sum: -33.333
Total momentum loss / field supply: 1
Electric field: 3 V/cm
Wind force magnitude: 1e-05 eV/nm
Wind force magnitude, converted: 1.6022e-15 N
Neighbour distance: 0.255 nm
Wind work over neighbour distance: 2.55e-06 eV
Thermal energy: 0.0431 eV
Wind work / thermal energy: 5.93e-05
Fermi energy: 7.05 eV
Fermi speed: 1.57e+06 m/s
Relaxation time: 13.9 fs
Mean free path: 21.9 nm
Transport cross-section: 0.0179 nm^2
s and p phase shifts, each: -0.3927 rad
Unscaled phase-shift resistivity slope: 1.11 microohm cm/at.%
Strength scale applied to defect: 0.9
Total if 3 is host only, plus 1 at.%: 4 microohm cm
Wind valence for that reading: -25
Unit direct valence / wind valence: 3 %
Path-mean magnitude, saddle/rest 0.5: 25
Path-mean magnitude, saddle/rest 2: 50
Anisotropy: formula / actual force: 1.033
Magnitude corrected for that anisotropy: 32.3
Thermal-smearing excess: 0.028 %
Sommerfeld estimate of excess: 0.028 %
Magnitude after a 10 K rise: 32.7
ALL CHECKS PASSED
```
